# Hellmann–Feynman forces in a moving atom-centred basis: a referee's comment: verification in Python

```python
"""
Result under test: in a basis of functions that move with the nuclei,
    -dE/dR_A = F_HF + F_Pulay,
F_HF    : electrostatic (Hellmann-Feynman) force on nucleus A,
F_Pulay : -4 sum_i sum_(mu on A) c_mu,i <d chi_mu/dR_A | f - eps_i | phi_i>,
chi_mu  : basis functions, phi_i : doubly occupied orbitals with energies eps_i,
f       : Fock (or Kohn-Sham) operator, c : orbital coefficients.
With a basis fixed in space F_HF alone is the derivative of the energy.
Example: SiH4 with one Si-H bond (along +z) stretched. Internal units are
Hartree atomic units; forces are printed in eV/nm, positive along +z.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.interpolate import CubicSpline
from pyscf import gto, scf, dft, mp, lib

lib.num_threads(1)
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
FORCE = HARTREE_EV / BOHR_NM          # eV/nm per hartree/bohr

# ---------- hydrogen atom in a uniform field, solved symbolically ----------
r, a, field = sp.symbols("r a field", positive=True)
u = sp.symbols("u", real=True)        # cosine of the polar angle
shift = sp.symbols("shift", real=True)


def space_integral(expr):
    angular = sp.integrate(sp.expand(expr * r**2), (u, -1, 1))
    return sp.simplify(2 * sp.pi * sp.integrate(sp.expand(angular), (r, 0, sp.oo)))


def laplacian(fun, ell):
    return sp.diff(r**2 * sp.diff(fun, r), r) / r**2 - ell * (ell + 1) * fun / r**2


gauss = (2 * a / sp.pi) ** sp.Rational(3, 4) * sp.exp(-a * r**2)
h_gauss = -laplacian(gauss, 0) / 2 - gauss / r + field * r * u * gauss
e_gauss = space_integral(gauss * h_gauss)
d_gauss = -u * sp.diff(gauss, r)      # derivative with respect to the centre
toy_pulay = sp.simplify(-2 * space_integral(d_gauss * (h_gauss - e_gauss * gauss)))
toy_hf = sp.simplify(field + space_integral(gauss**2 * u / r**2))
field_energy = space_integral(gauss**2 * field * (shift + r * u)) - field * shift
toy_total = sp.simplify(-sp.diff(field_energy, shift))
assert sp.simplify(toy_hf + toy_pulay - toy_total) == 0
assert sp.simplify(toy_hf - toy_total) != 0

psi0 = sp.exp(-r) / sp.sqrt(sp.pi)
psi1 = -field * (r + r**2 / 2) * u * psi0
residual = -laplacian(psi1, 1) / 2 - psi1 / r + psi1 / 2 + field * r * u * psi0
assert sp.simplify(residual) == 0
exact_shielding = space_integral(2 * psi0 * psi1 * u / r**2)
assert sp.simplify(field + exact_shielding) == 0

# ---------- molecules ----------
TETRA = np.array([[0, 0, 1.0]] + [
    [np.sqrt(8) / 3 * np.cos(t), np.sqrt(8) / 3 * np.sin(t), -1 / 3]
    for t in (0, 2 * np.pi / 3, 4 * np.pi / 3)])
BOND_NM, STRETCHED_NM, SISI_NM, TEMPERATURE = 0.148, 0.160, 0.235, 520.0
SI, TOP_H = 0, 1                      # atom indices


def silane(top_nm):
    lengths = np.array([top_nm, BOND_NM, BOND_NM, BOND_NM]) / BOHR_NM
    return ["Si"] + ["H"] * 4, np.vstack([np.zeros(3), TETRA * lengths[:, None]])


def disilane(top_nm):
    """Silane with one of the unstretched hydrogens replaced by a staggered SiH3."""
    symbols, xyz = silane(top_nm)
    centre = TETRA[1] * SISI_NM / BOHR_NM
    xyz[2] = centre
    symbols[2] = "Si"
    outer = [centre - TETRA[j] * BOND_NM / BOHR_NM for j in (0, 2, 3)]
    return symbols + ["H"] * 3, np.vstack([xyz, outer])


def solve(geometry, basis, xc=None, guess=None):
    symbols, xyz = geometry
    mol = gto.M(atom=[(s, tuple(map(float, p))) for s, p in zip(symbols, xyz)],
                unit="Bohr", basis=basis, verbose=0)
    mf = scf.RHF(mol) if xc is None else dft.RKS(mol)
    if xc is not None:
        mf.xc = xc
        mf.grids.level = 2
    mf.conv_tol, mf.conv_tol_grad = 1e-10, 1e-6
    mf.kernel(guess)
    assert mf.converged
    return mf


def density(mf):
    return np.array(mf.make_rdm1())


def hellmann_feynman(mf):
    mol, dm = mf.mol, density(mf)
    xyz, charges = mol.atom_coords(), mol.atom_charges()
    forces = np.zeros_like(xyz)
    for i in range(mol.natm):
        with mol.with_rinv_origin(xyz[i]):
            grad_attraction = mol.intor("int1e_iprinv", comp=3)
        forces[i] = 2 * charges[i] * np.einsum("xij,ij->x", grad_attraction, dm)
        for j in range(mol.natm):
            if j != i:
                sep = xyz[i] - xyz[j]
                forces[i] += charges[i] * charges[j] * sep / np.linalg.norm(sep)**3
    return forces


def pulay(mf):
    """Pulay force per atom and the contribution of each basis function."""
    mol, dm = mf.mol, mf.make_rdm1()
    occ = mf.mo_occ > 0
    c_occ = mf.mo_coeff[:, occ]
    weighted = 2 * (c_occ * mf.mo_energy[occ]) @ c_occ.T
    d_fock = -(mol.intor("int1e_ipkin", comp=3) + mol.intor("int1e_ipnuc", comp=3))
    d_fock = d_fock + np.asarray(mf.nuc_grad_method().get_veff(mol, dm))
    d_overlap = -mol.intor("int1e_ipovlp", comp=3)
    per_function = -2 * (np.einsum("xij,ij->ix", d_fock, dm)
                         - np.einsum("xij,ij->ix", d_overlap, weighted))
    per_atom = np.array([per_function[s[2]:s[3]].sum(axis=0)
                         for s in mol.aoslice_by_atom()])
    return per_atom, per_function


def difference_force(geometry, basis, atom, guess, xc=None, step=0.005):
    energies = []
    for sign in (1, -1):
        xyz = geometry[1].copy()
        xyz[atom, 2] += sign * step
        energies.append(solve((geometry[0], xyz), basis, xc, guess).e_tot)
    return -(energies[0] - energies[1]) / (2 * step)


def frozen_basis_energy(mf, atom, dz):
    """SCF energy with one nucleus displaced and every basis function left behind."""
    mol = mf.mol
    xyz, charges = mol.atom_coords().copy(), mol.atom_charges()
    xyz[atom, 2] += dz
    core = mol.intor("int1e_kin")
    for q, p in zip(charges, xyz):
        with mol.with_rinv_origin(p):
            core = core - q * mol.intor("int1e_rinv")
    moved = scf.RHF(mol)
    moved.get_hcore = lambda *args: core
    moved.conv_tol, moved.conv_tol_grad = 1e-10, 1e-6
    moved.kernel(density(mf))
    assert moved.converged
    repulsion = sum(charges[i] * charges[j] / np.linalg.norm(xyz[i] - xyz[j])
                    for i in range(len(xyz)) for j in range(i))
    return moved.e_tot - mol.energy_nuc() + repulsion


print("Hydrogen atom, one Gaussian, forces divided by the field (a.u.):")
print(f"  Hellmann-Feynman {float(toy_hf / field):+.3f}, Pulay "
      f"{float(toy_pulay / field):+.3f}, total {float(toy_total / field):+.3f}")
print(f"  exact state: electrons on nucleus {float(exact_shielding / field):+.3f}")
print(f"SiH4: stretched bond {STRETCHED_NM:.3f} nm, other bonds {BOND_NM:.3f} nm")
print(f"1 hartree/bohr = {FORCE:.2f} eV/nm")
print("RHF z-forces in eV/nm; net HF = sum of Hellmann-Feynman forces on all atoms")
print("basis      functions  H:HF     H:Pulay  H:total  Si:HF     Si:Pulay  Si:total  net HF")

geometry = silane(STRETCHED_NM)
LARGEST = "def2-tzvp"
results = {}
for basis in ("sto-3g", "6-31g", "6-31g**", "cc-pvdz", LARGEST):
    mf = solve(geometry, basis)
    f_hf, (f_pulay, per_function) = hellmann_feynman(mf), pulay(mf)
    total = f_hf + f_pulay
    results[basis] = (mf, f_hf, f_pulay, total, per_function)
    assert np.abs(total.sum(axis=0)).max() < 2e-5      # translation invariance
    if basis != LARGEST:
        numeric = difference_force(geometry, basis, TOP_H, density(mf))
        assert abs(numeric - total[TOP_H, 2]) < 2e-5   # step error and SCF residue
    h, s = TOP_H, SI
    print(f"{basis:10s} {mf.mol.nao:5d}  {f_hf[h, 2]*FORCE:9.2f} {f_pulay[h, 2]*FORCE:8.2f}"
          f" {total[h, 2]*FORCE:8.2f} {f_hf[s, 2]*FORCE:9.2f} {f_pulay[s, 2]*FORCE:9.2f}"
          f" {total[s, 2]*FORCE:8.2f} {f_hf[:, 2].sum()*FORCE:9.2f}")
assert abs(results[LARGEST][2][TOP_H, 2]) < abs(results["sto-3g"][2][TOP_H, 2])

# silicon atom moved together with its functions
mf, f_hf, f_pulay, total, per_function = results["6-31g"]
numeric_si = difference_force(geometry, "6-31g", SI, density(mf))
assert abs(numeric_si - total[SI, 2]) < 2e-5

# basis left in place: the Hellmann-Feynman force is then the whole derivative
dz = 0.002
frozen = -(frozen_basis_energy(mf, TOP_H, dz)
           - frozen_basis_energy(mf, TOP_H, -dz)) / (2 * dz)
moving = difference_force(geometry, "6-31g", TOP_H, density(mf))
assert abs(frozen - f_hf[TOP_H, 2]) < 2e-5
assert abs(frozen - moving) > 1e-3
print("6-31G, force on H from energy differences (eV/nm):")
print(f"  basis fixed in space {frozen*FORCE:.2f}, basis moving with H {moving*FORCE:.2f}")

# add to the stretched H (label H1) p functions spanning its s-function derivatives
h_basis = gto.basis.load("6-31g", "H")
exponents = [prim[0] for shell in h_basis for prim in shell[1:]]
extended = {"Si": "6-31g", "H": "6-31g",
            "H1": h_basis + [[1, [e, 1.0]] for e in exponents]}
mf_ext = solve((["Si", "H1", "H", "H", "H"], geometry[1]), extended)
assert mf_ext.mol.nao == mf.mol.nao + 3 * len(exponents)
pulay_ext, per_function_ext = pulay(mf_ext)


def s_part(mf_in, contributions):
    labels = mf_in.mol.ao_labels(fmt=None)
    chosen = [k for k, lab in enumerate(labels)
              if lab[0] == TOP_H and lab[2].endswith("s")]
    assert chosen
    return contributions[chosen, 2].sum()


s_before, s_after = s_part(mf, per_function), s_part(mf_ext, per_function_ext)
assert abs(s_before) > 1e-3 and abs(s_after) < 2e-5
print("Pulay force on H from its s functions (eV/nm):")
print(f"  6-31G {s_before*FORCE:.3f}, with derivative p functions {abs(s_after)*FORCE:.3f}")
print(f"  whole Pulay force on H with those p functions {pulay_ext[TOP_H, 2]*FORCE:.2f} eV/nm")

# the same split for a Kohn-Sham functional; tolerance covers the integration grid
ks = solve(geometry, "6-31g", "pbe,pbe", density(mf))
ks_hf, ks_pulay = hellmann_feynman(ks)[TOP_H, 2], pulay(ks)[0][TOP_H, 2]
ks_numeric = difference_force(geometry, "6-31g", TOP_H, density(ks), "pbe,pbe")
assert abs(ks_hf + ks_pulay - ks_numeric) < 5e-4
assert abs(ks_hf - ks_numeric) > 1e-3
print(f"PBE/6-31G on H: HF {ks_hf*FORCE:.2f}, Pulay {ks_pulay*FORCE:.2f}, "
      f"energy difference {ks_numeric*FORCE:.2f} eV/nm")

# ---------- bond scan: minimum, force zeros and work ----------
scan_nm = np.linspace(0.135, 0.195, 7)
scan = scan_nm / BOHR_NM
energy, hf_values, total_values = [], [], []
guess = density(results["6-31g**"][0])
for length in scan_nm:
    point = solve(silane(length), "6-31g**", guess=guess)
    guess = density(point)
    hf_z = hellmann_feynman(point)[TOP_H, 2]
    energy.append(point.e_tot)
    hf_values.append(hf_z)
    total_values.append(hf_z + pulay(point)[0][TOP_H, 2])
hf_curve, total_curve = CubicSpline(scan, hf_values), CubicSpline(scan, total_values)
minimum = total_curve.roots(extrapolate=False)
assert len(minimum) == 1
minimum = minimum[0]
hf_zeros = hf_curve.roots(extrapolate=False)
zeros_text = ", ".join(f"{z*BOHR_NM:.4f} nm" for z in hf_zeros) or "none in scan"
released = energy[0] - energy[-1]
work_total = float(total_curve.integrate(scan[0], scan[-1]))
work_hf = float(hf_curve.integrate(scan[0], scan[-1]))
assert abs(work_total - released) < 3e-4               # spline interpolation error
assert abs(work_hf - released) > 1e-3
print(f"RHF/6-31G** bond scan from {scan_nm[0]:.3f} to {scan_nm[-1]:.3f} nm, force on H:")
print(f"  energy minimum {minimum*BOHR_NM:.4f} nm; HF force zero: {zeros_text}")
print(f"  HF force at the energy minimum {float(hf_curve(minimum))*FORCE:.2f} eV/nm")
print(f"  E(start)-E(end) {released*HARTREE_EV:.3f} eV, work of total force "
      f"{work_total*HARTREE_EV:.3f} eV, of HF force {work_hf*HARTREE_EV:.3f} eV")

# ---------- size of what the example leaves out ----------
correlation, half_step = [], 0.005
guess = density(results["cc-pvdz"][0])
for sign in (1, -1):
    point = solve(silane(STRETCHED_NM + sign * half_step * BOHR_NM), "cc-pvdz", guess=guess)
    correlation.append(mp.MP2(point, frozen=5).kernel()[0])
correlation_force = -(correlation[0] - correlation[1]) / (2 * half_step)
basis_change = results[LARGEST][3][TOP_H, 2] - results["cc-pvdz"][3][TOP_H, 2]
cluster = solve(disilane(STRETCHED_NM), "6-31g")
cluster_hf, cluster_pulay = hellmann_feynman(cluster)[TOP_H, 2], pulay(cluster)[0][TOP_H, 2]
backbond_change = cluster_hf + cluster_pulay - results["6-31g"][3][TOP_H, 2]

# harmonic H against a fixed Si, force constant from the bond scan
stiffness = -float(total_curve(minimum, 1))
mass = (const.m_p + const.m_e) / const.m_e
omega = np.sqrt(stiffness / mass)
thermal = const.k * TEMPERATURE / const.e / HARTREE_EV
variance = 1 / (2 * mass * omega * np.tanh(omega / (2 * thermal)))
mean_shift = 0.5 * float(total_curve(STRETCHED_NM / BOHR_NM, 2)) * variance
print("Neglected effects on the H force at the stretched bond (eV/nm):")
print(f"  correlation, frozen-core MP2/cc-pVDZ {correlation_force*FORCE:+.2f}")
print(f"  basis change cc-pVDZ to def2-TZVP {basis_change*FORCE:+.2f}")
print(f"  one Si back-bond, disilane minus silane, RHF/6-31G {backbond_change*FORCE:+.2f}")
print(f"  in disilane: HF {cluster_hf*FORCE:.2f}, Pulay {cluster_pulay*FORCE:.2f}")
print(f"  averaging over H motion at {TEMPERATURE:.0f} K {mean_shift*FORCE:+.2f}")
print(f"H vibration: stiffness {stiffness*HARTREE_EV/BOHR_NM**2:.0f} eV/nm^2, "
      f"quantum {omega*HARTREE_EV:.3f} eV, kT {thermal*HARTREE_EV:.4f} eV")
print(f"  rms displacement {np.sqrt(variance)*BOHR_NM:.4f} nm, "
      f"rms force {stiffness*np.sqrt(variance)*FORCE:.2f} eV/nm")
print("finished without a failed check")
```

Running it gives:

```
Hydrogen atom, one Gaussian, forces divided by the field (a.u.):
  Hellmann-Feynman +1.000, Pulay -1.000, total +0.000
  exact state: electrons on nucleus -1.000
SiH4: stretched bond 0.160 nm, other bonds 0.148 nm
1 hartree/bohr = 514.22 eV/nm
RHF z-forces in eV/nm; net HF = sum of Hellmann-Feynman forces on all atoms
basis      functions  H:HF     H:Pulay  H:total  Si:HF     Si:Pulay  Si:total  net HF
sto-3g        13       1.77   -41.12   -39.35      2.93     20.02    22.96    -18.53
6-31g         21      24.98   -40.95   -15.97    -11.46     28.21    16.75    -32.17
6-31g**       38     -15.09    -4.15   -19.24    -31.79     48.77    16.98    -47.90
cc-pvdz       38     -14.41    -2.91   -17.32    -24.46     41.53    17.07    -41.66
def2-tzvp     61     -15.85    -2.87   -18.72    -20.60     36.96    16.36    -37.68
6-31G, force on H from energy differences (eV/nm):
  basis fixed in space 24.98, basis moving with H -15.97
Pulay force on H from its s functions (eV/nm):
  6-31G -40.950, with derivative p functions 0.000
  whole Pulay force on H with those p functions -3.41 eV/nm
PBE/6-31G on H: HF 13.58, Pulay -25.57, energy difference -11.99 eV/nm
RHF/6-31G** bond scan from 0.135 to 0.195 nm, force on H:
  energy minimum 0.1476 nm; HF force zero: 0.1494 nm
  HF force at the energy minimum 3.35 eV/nm
  E(start)-E(end) -1.042 eV, work of total force -1.042 eV, of HF force -0.764 eV
Neglected effects on the H force at the stretched bond (eV/nm):
  correlation, frozen-core MP2/cc-pVDZ +0.45
  basis change cc-pVDZ to def2-TZVP -1.40
  one Si back-bond, disilane minus silane, RHF/6-31G +0.37
  in disilane: HF 24.34, Pulay -39.94
  averaging over H motion at 520 K +1.92
H vibration: stiffness 2010 eV/nm^2, quantum 0.289 eV, kT 0.0448 eV
  rms displacement 0.0085 nm, rms force 17.06 eV/nm
finished without a failed check
```
